# The leading quantum correction to the high-temperature harmonic Landauer conductance

## The decision

A lattice calculation of a thermal boundary resistance often ends with a classical number: every vibration has been given the heat capacity $k$. Before it enters a thermal model of a chip, one must decide whether quantum statistics change it enough to matter at the operating temperature. For a harmonic junction, one moment of the transmission limits how large the change can be. At high temperature it also gives the leading relative correction to the conductance,

$$
-\frac{\hbar^2\langle\omega^2\rangle}{12(kT)^2}.
$$

The average is over the vibrations that carry heat through the junction, weighted by their transmission. In the example below this weighting roughly halves the correction that the metal's own vibrational spectrum would suggest.

## What is assumed

Two harmonic crystals meet at a harmonic junction. Each is fed by a reservoir, at temperatures $T_L$ and $T_R$. Scattering is elastic: a vibration keeps its angular frequency $\omega$. Let $\mathcal T(\omega)\ge0$ be the transmission summed over channels, per unit area. It does not depend on temperature, and its moments are finite.

In one channel with wave number $\kappa$ per unit length and group velocity $v=d\omega/d\kappa$, the energy current sent out by a reservoir is

$$
\int\frac{d\kappa}{2\pi}\,v\,\hbar\omega\,n=\int\frac{d\omega}{2\pi}\,\hbar\omega\,n,
\qquad n=\frac1{e^x-1},\quad x=\frac{\hbar\omega}{kT}.
$$

The velocity has cancelled against the density of states. Elastic transmission is the same in both directions, so the net heat current per area is the Landauer expression

$$
J=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T(\omega)\,(n_L-n_R).
$$

The conductance is $G=\lim J/(T_L-T_R)$ as both temperatures approach $T$. Since $\partial x/\partial T=-x/T$,

$$
\hbar\omega\frac{\partial n}{\partial T}
=-\frac{\hbar\omega\,x}{T}\frac{dn}{dx}
=-k\,x^2\frac{dn}{dx}.
$$

With $E(x)=-x^2\,dn/dx=x^2e^x/(e^x-1)^2$, this gives

$$
G=k\int_0^\infty\frac{d\omega}{2\pi}\,\mathcal T(\omega)\,E(x).
$$

$E$ is the heat capacity of one mode divided by $k$. As $x\to0$ it tends to 1, so the classical conductance is $G_{\rm cl}=k\int\mathcal T\,d\omega/2\pi$.

## Expanding the Bose function

One identity gives both the series and its error. Start from the product

$$
\sinh y=y\prod_{j=1}^{\infty}\left(1+\frac{y^2}{j^2\pi^2}\right).
$$

Its logarithmic derivative is $\coth y=1/y+\sum_j2y/(y^2+j^2\pi^2)$. Because $n=\tfrac12\coth(x/2)-\tfrac12$, setting $y=x/2$ and $a_j=2\pi j$ gives

$$
n=\frac1x-\frac12+\sum_{j=1}^\infty\frac{2x}{x^2+a_j^2}.
$$

For $x<2\pi$ each fraction is a geometric series,

$$
\frac{2x}{x^2+a_j^2}=\frac{2x}{a_j^2}-\frac{2x^3}{a_j^4}+\frac{2x^5}{a_j^6}-\dots
$$

The sums over $j$ follow from $\sum j^{-2}=\pi^2/6$, $\sum j^{-4}=\pi^4/90$ and $\sum j^{-6}=\pi^6/945$:

$$
\sum_j\frac1{a_j^2}=\frac1{24},\qquad
\sum_j\frac1{a_j^4}=\frac1{1440},\qquad
\sum_j\frac1{a_j^6}=\frac1{60480}.
$$

Therefore

$$
n=\frac1x-\frac12+\frac{x}{12}-\frac{x^3}{720}+\frac{x^5}{30240}-\dots
$$

Differentiating and multiplying by $-x^2$,

$$
E=1-\frac{x^2}{12}+\frac{x^4}{240}-\frac{x^6}{6048}+\dots
$$

The constant $-\tfrac12$ has zero derivative. That is why no correction linear in $\hbar$ survives.

Define the transmission-weighted moments

$$
\langle\omega^p\rangle=\frac{\int\omega^p\,\mathcal T\,d\omega}{\int\mathcal T\,d\omega}.
$$

Inserting the series in $G$ and dividing by $G_{\rm cl}$,

$$
\boxed{\frac{G}{G_{\rm cl}}=1-\frac{\hbar^2\langle\omega^2\rangle}{12k^2T^2}
+\frac{\hbar^4\langle\omega^4\rangle}{240k^4T^4}-\dots}
$$

Write $A$ and $B$ for the sizes of the quadratic and quartic terms. The resistance is then

$$
\frac1G=\frac1{G_{\rm cl}}\left[1+A+(A^2-B)+\dots\right],
$$

so quantum statistics raise it at leading order.

As a simple case, take a single channel with $\mathcal T=1$ up to $\omega_m$ and zero above. Then $\langle\omega^2\rangle=\omega_m^2/3$, and the leading correction is $-(\hbar\omega_m/kT)^2/36$.

## How large the error can be

The two-term formula has a guaranteed error, even where the series diverges. Differentiating the partial fractions without expanding them gives, for every real $x$,

$$
E=1-\sum_j2x^2\frac{a_j^2-x^2}{(a_j^2+x^2)^2}
=1-\sum_j\frac{2x^2}{a_j^2}\,\frac{1-s_j}{(1+s_j)^2},
\qquad s_j=\frac{x^2}{a_j^2}.
$$

For $s\ge0$ the last fraction is at most 1. It is also at least $1-3s$, because

$$
(1-s)-(1-3s)(1+s)^2=5s^2+3s^3\ge0.
$$

Using these two limits with the sums above,

$$
1-\frac{x^2}{12}\;\le\;E\;\le\;1-\frac{x^2}{12}+\frac{x^4}{240}.
$$

Since $\mathcal T\ge0$, averaging preserves the inequalities:

$$
0\le\frac{G}{G_{\rm cl}}-(1-A)\le B.
$$

The leading formula never overestimates $G$ within the model, and it misses by at most the quartic term.

The full series is more restricted. From $(1-s)/(1+s)^2=1-3s+5s^2-\dots$, its term of order $2p$ is

$$
(-1)^p\,2(2p-1)\sum_{j}\frac{\langle x^{2p}\rangle}{(2\pi j)^{2p}}.
$$

If transmission extends up to $\omega_{\rm top}$, the $2p$-th root of $\langle x^{2p}\rangle$ tends to $\hbar\omega_{\rm top}/kT$. The series converges for $T>\hbar\omega_{\rm top}/(2\pi k)$ and diverges below that temperature.

The opposite limit needs another treatment. If $\mathcal T\simeq b\,\omega^p$ at low frequency, substituting $\omega=kTx/\hbar$ gives

$$
G\simeq\frac{kb}{2\pi}\left(\frac{kT}{\hbar}\right)^{p+1}\int_0^\infty x^pE(x)\,dx .
$$

For sound waves crossing a planar junction between three-dimensional crystals, the number of open channels grows as $\omega^2$. If their transmission tends to a function of angle alone, $p=2$ and $G\propto T^3$. No finite number of terms in powers of $1/T$ reproduces this.

## A finite temperature difference

A simulation may impose a large difference $\Delta T=T_L-T_R$. Put $x_{L,R}=\hbar\omega/kT_{L,R}$ into the series for $n$. The constants cancel, and the remaining differences are

$$
\frac1{x_L}-\frac1{x_R}=\frac{k\Delta T}{\hbar\omega},\qquad
\frac{x_L-x_R}{12}=-\frac{\hbar\omega}{12k}\frac{\Delta T}{T_LT_R},
$$

$$
-\frac{x_L^3-x_R^3}{720}
=\left(\frac{\hbar\omega}{k}\right)^3
\frac{\Delta T\,(T_L^2+T_LT_R+T_R^2)}{720\,(T_LT_R)^3}.
$$

Multiplying by $\hbar\omega$, averaging and dividing by $\Delta T$,

$$
\frac{J}{\Delta T\,G_{\rm cl}}
=1-\frac{\hbar^2\langle\omega^2\rangle}{12k^2T_LT_R}
+\frac{\hbar^4\langle\omega^4\rangle(T_L^2+T_LT_R+T_R^2)}{720k^4(T_LT_R)^3}-\dots
$$

In the leading term $T^2$ becomes the product $T_LT_R$, not the square of the mean temperature. For equal temperatures the last term returns to $B$, because $3/720=1/240$.

## A model contact

The example is an aluminium film on a stiffer, semiconductor-like substrate. Both are simple-cubic lattices with one scalar displacement per atom, counted three times for three equal polarizations. The inputs are rough: spacing $a=0.26$ nm, masses 27 and 28 u, and top frequencies 10 and 15 THz.

Let $q_x,q_y$ be the in-plane phase changes per atom, $k_j$ the phase change per atom normal to the interface, and $c=2-\cos q_x-\cos q_y$. With $j=1$ for the film and $j=2$ for the substrate, nearest-neighbour springs $K_j$ give

$$
m_j\omega^2=2K_j(1-\cos k_j)+2K_jc .
$$

The maximum is $\omega^2=12K_j/m_j$, which fixes $K_1=14.7$ N/m and $K_2=34.4$ N/m. A weaker spring, $K_i=8$ N/m, joins each pair of facing atoms.

For fixed $q_x,q_y$ this is a chain. With time factor $e^{-i\omega t}$, let

$$
u_l=e^{ik_1l}+re^{-ik_1l}\ (l\le0),\qquad
u_l=t\,e^{ik_2(l-1)}\ (l\ge1).
$$

The interface force $F=K_i(u_1-u_0)$ must replace the force each end atom would have felt in its own continued crystal. Define $s_j=K_j(1-e^{-ik_j})$; these $s_j$ are spring constants, unrelated to the ratios used in the error bound. On the substrate side,

$$
F=K_2t(1-e^{-ik_2})=s_2t .
$$

On the film side, using $r=u_0-1$ and $s_1-s_1^*=2iK_1\sin k_1$,

$$
F=K_1(e^{ik_1}-1)+rK_1(e^{-ik_1}-1)=-s_1^*-rs_1
=2iK_1\sin k_1-s_1u_0 .
$$

The interface spring gives $u_0=u_1-F/K_i=t(1-s_2/K_i)$. Equating the two forces,

$$
t=\frac{2iK_1\sin k_1}{s_1+s_2-s_1s_2/K_i}.
$$

A wave of amplitude $C$ carries mean power $\tfrac12K_j\omega|C|^2\sin k_j$: this is the time average of spring force times velocity. The transmission is the ratio of transmitted to incident power,

$$
\mathcal T_q=\frac{K_2\sin k_2}{K_1\sin k_1}|t|^2
=\frac{4K_1\sin k_1\,K_2\sin k_2}{|s_1+s_2-s_1s_2/K_i|^2}.
$$

This formula applies when both $k_1$ and $k_2$ are real. Otherwise no power is transmitted and $\mathcal T_q=0$. Summing over in-plane waves and polarizations,

$$
\mathcal T(\omega)=\frac3{a^2}\int_{-\pi}^{\pi}\!\int_{-\pi}^{\pi}\frac{dq_x\,dq_y}{(2\pi)^2}\,\mathcal T_q(\omega).
$$

The flat junction conserves $q_x$ and $q_y$, so the highest transmitted frequency follows from the overlap of the two bands at equal $c$. With $\rho_j=K_j/m_j$, the film band ends at $\rho_1(2c+4)$ and the substrate band begins at $2\rho_2c$, both in $\omega^2$. They meet at $c_*=2\rho_1/(\rho_2-\rho_1)=1.6$, where $\omega_{\rm top}^2=2\rho_2c_*$. This gives 7.75 THz, well below the film's 10 THz, and the series converges above 59 K.

## Reading the numbers

Integration gives $G_{\rm cl}=117$ MW/(m² K), and $\langle f^2\rangle=23.08$ THz² with $f=\omega/2\pi$. Doubling both the in-plane mesh and the number of frequency points moves each by less than 0.001 %. The root mean square frequency is 4.80 THz, or $\hbar\omega_{\rm rms}/k=230.6$ K. At 300 K,

$$
A=\frac1{12}\left(\frac{230.6}{300}\right)^2=0.049 .
$$

The quartic term is $B=0.0019$, so the conductance lies between 4.9 % and 4.7 % below its classical value. Direct integration gives 4.7 %, or $G=112$ MW/(m² K).

| $T$ (K) | $G/G_{\rm cl}$ | $1-A$ | $1-A+B$ |
|---|---|---|---|
| 150 | 0.830 | 0.803 | 0.834 |
| 300 | 0.9526 | 0.9508 | 0.9527 |
| 600 | 0.9878 | 0.9877 | 0.9878 |

The resistance at 300 K is 8.95 m² K/GW, against 8.53 classically. The leading correction falls to 1 % at about 670 K.

The weighting matters. Averaged over all film modes, $\cos k_1$, $\cos q_x$ and $\cos q_y$ vanish, so the mean of $\omega^2$ is $6K_1/m_1$, or 50 THz². Using it would predict a correction of $-10.7$ % at 300 K instead of $-4.9$ %. In this contact the film's fast vibrations contribute little to the heat transfer.

For reservoirs at 900 and 450 K, the finite-difference formula gives $J/(\Delta T\,G_{\rm cl})=0.98917$, and direct integration of the heat current agrees to about one part in a million.

A separate test did not assume the Landauer formula. Two quantum chains of 400 atoms each, with $q_x=q_y=0.6$, were prepared apart, joined and evolved under the harmonic equations of motion. The response of the heat current to the film temperature at 200 K was averaged from 11 to 21 ps after joining. Its quantum-to-classical ratio was 0.9041; the expansion through fourth order gives 0.9045 for this chain. The classical response agreed with the Landauer value to 0.02 %.

## Reservoir temperature and local temperature

The Landauer resistance does not vanish when the interface is removed, because $G$ then equals the finite emission conductance of the crystal. A resistance based on temperatures beside the interface needs a further step.

Let $G_1$ and $G_2$ be the conductances of the uniform film and substrate crystals. Assign a temperature to each stream of vibrations through the energy current it carries. On the film side the incoming stream has $T_L$ and the outgoing one $T_L-(G/G_1)\Delta T$; their mean is $T_L-(G/2G_1)\Delta T$. On the substrate side the mean is $T_R+(G/2G_2)\Delta T$. Dividing the difference of the means by $J=G\Delta T$,

$$
R_{\rm local}=\frac1G-\frac12\left(\frac1{G_1}+\frac1{G_2}\right).
$$

This vanishes for identical crystals without an interface. At 300 K, $G_1=1432$ and $G_2=1920$ MW/(m² K), so $R_{\rm local}=8.34$ m² K/GW. Its quantum increase is 4.3 %, against 5.0 % for $1/G$. The boxed formula belongs to the reservoir definition; for the local one, all three conductances must be expanded.

## What a real contact changes

Measured conductances of well-bonded metal–semiconductor contacts near room temperature are roughly tens to a few hundred MW/(m² K), so the model value is of a typical size. The weak interface spring was chosen, not computed, and the number is no prediction for a particular contact. Real interfaces also have oxides, mixing and defects, which change $\mathcal T$ and hence both $G_{\rm cl}$ and $\langle\omega^2\rangle$. Three other omissions can be sized roughly; a fourth, inelastic transfer, lies outside what this model can estimate.

**Thermal softening.** With a rough Grüneisen number of 2.2 and linear expansion of $23\times10^{-6}$/K, heating the film by 100 K lowers its frequencies by $2.2\times3\times23\times10^{-6}\times100=1.5$ %. With the substrate and interface springs held fixed, $G_{\rm cl}$ falls by 3.6 %. From 300 to 400 K, quantum statistics alone raise $G$ by 2.1 %. Together the two changes lower $G$ by about 1.5 %. If all springs, including those of the substrate and interface, softened by the same fraction, $G$ would instead rise by about 0.7 %. Both figures keep the spacing $a$ fixed; an in-plane expansion as large as the film's would lower $G$ by a further 0.5 %. Softening can therefore reverse the trend, depending on which springs soften, and a measured slope against temperature does not isolate the quantum term.

**Unequal polarizations.** If all springs of one polarization are scaled by $g$, its frequencies scale as $\sqrt g$. Its share of $\int\mathcal T\,d\omega$ then scales as $g^{1/2}$, and that of $\int\omega^2\mathcal T\,d\omega$ as $g^{3/2}$. For $g=2,\tfrac12,\tfrac12$, which keeps the mean spring fixed, $\langle\omega^2\rangle$ rises by a factor 1.25. The leading correction at 300 K becomes about $-6.2$ %.

**Electrons in the metal.** Electrons carry most of the film's heat but must pass it to the lattice near the contact. Let $\theta$ be the electron temperature minus the lattice temperature, $h$ the coupling per volume and $\kappa_p$ the lattice conductivity. For nearly uniform electron temperature, $\kappa_p\theta''=h\theta$, so $\theta$ decays over $\sqrt{\kappa_p/h}$. If the lattice carries all the heat at the contact, $J=\sqrt{h\kappa_p}\,\theta(0)$. In a film much thicker than the decay length, the added resistance is $1/\sqrt{h\kappa_p}$. Rough values $h=2\times10^{17}$ W/(m³ K) and $\kappa_p=6$ W/(m K) give 0.9 m² K/GW, about a tenth of the boundary resistance and twice its quantum correction.

**Inelastic transfer.** The substrate has vibrations between 7.75 and 10 THz, but the flat junction cannot excite them from the film because it conserves the in-plane wave vector as well as the frequency. Disorder can open elastic paths for these film vibrations, and anharmonic forces can pass their energy to substrate vibrations of other frequencies. The elastic $G$ is only about 8 % of the film's emission conductance $G_1$, but about three quarters of the difference comes from film vibrations below 7.75 THz. Most of these are reflected because the substrate has no vibration with the same frequency and in-plane wave vector. The 8 % ratio therefore does not estimate the size of the inelastic part.

For this model contact at 300 K, quantum statistics can be left out of the harmonic conductance if an error of about 5 % from that source alone is acceptable (about 6 % with the unequal polarizations above); this is not the total error for a real contact. If it is not, the correction $-A$ repairs the statistics to within 0.2 % of $G_{\rm cl}$ (0.4 % with unequal polarizations), but softening and electron–lattice coupling then need equal attention. The numerical output lists the remaining values.

## Computed values

```
Lattice spacing: 0.26 nm
Masses film, substrate: 27, 28 u
Top frequencies film, substrate: 10, 15 THz
Springs film, substrate, interface: 14.75, 34.42, 8.00 N/m
Classical conductance G_cl: 117.23 MW/(m2 K)
Mesh shift of G_cl: 0.0001 %
Mesh shift of <w^2>: -0.0002 %
Transmission-weighted <f^2>: 23.077 THz^2
Root mean square frequency: 4.804 THz
Transmission-weighted <f^4>: 703.99 THz^4
hbar*w_rms/k: 230.55 K
Highest transmitted frequency: 7.746 THz
Series converges above: 59.17 K
T (K) | G (MW/(m2 K)) | G/G_cl | 1-lead | with quartic
150 | 97.30 | 0.83000 | 0.80314 | 0.83388
200 | 105.30 | 0.89826 | 0.88927 | 0.89899
300 | 111.68 | 0.95264 | 0.95078 | 0.95271
400 | 114.05 | 0.97291 | 0.97232 | 0.97292
600 | 115.80 | 0.98782 | 0.98770 | 0.98782
Leading correction at 300 K: -4.922 %
Quartic term at 300 K: 0.1921 %
Resistance at 300 K: 8.9546 m2 K/GW
Classical resistance: 8.5305 m2 K/GW
Leading correction is 1 % at: 665.5 K
Film density-of-modes <f^2>: 50.000 THz^2
Correction with that mean, 300 K: -10.663 %
Measured/predicted coefficient at 3000 K: 0.999610
Bias 900/450 K, J/(dT G_cl), direct: 0.989173
Bias 900/450 K, expansion: 0.989174
Joined chains 200 K, G/G_cl from dynamics: 0.90412
Joined chains 200 K, expansion: 0.90448
Joined chains, classical G dynamics/Landauer: 1.00017
Rough Gruneisen number: 2.2
Rough linear expansion: 23 1e-6/K
Quantum change of G, 300 to 400 K: 2.128 %
Film softening change of G_cl, same rise: -3.619 %
Unequal polarizations multiply correction by: 1.250
Film emission scale at 300 K: 1431.7 MW/(m2 K)
Substrate emission scale at 300 K: 1919.9 MW/(m2 K)
Local-temperature resistance, 300 K: 8.3449 m2 K/GW
Its quantum change from classical: 4.304 %
Rough electron-phonon coupling: 2.0e+17 W/(m3 K)
Rough film lattice conductivity: 6.0 W/(m K)
Electron-phonon series resistance: 0.913 m2 K/GW
```
